# Drude Weight of a One-Dimensional Cosine Band at Zero Temperature, part 1

(Sections cited here and not found follow in the second part.)

Electrons of charge $-e$ and spin $1/2$ move on a perfect chain of sites with lattice constant $a$. They hop between neighbouring sites with amplitude $t>0$, so that, with the energy zero at the band centre,

$$E(k)=-2t\cos(ka),\qquad -\frac{\pi}{a}<k\le\frac{\pi}{a}.$$

The electrons do not interact, other bands are ignored at first, and the temperature is zero. The problem is to find how strongly this band responds to a uniform electric field $F(t)$ along the chain, and what the response means for the optics of a crystal made of such chains. Gaussian units are used. The one-dimensional conductivity $\sigma$ is current divided by field. Its Drude weight $D$ is defined by

$$\mathrm{Re}\,\sigma(\omega)=D\,\delta(\omega)+\text{regular part},$$

where $\omega$ runs over the whole real axis. If only positive frequencies are integrated, half of $D$ is counted.

## First half: the response of the band

### (a) Filling

**Relate the Fermi wavevector $k_F$ to the number of electrons per site.**

**Solution.** Close the chain into a ring of $N$ sites and length $L=Na$. Periodicity allows $k=2\pi j/L$ with integer $j$, so an interval $dk$ contains $L\,dk/2\pi$ states per spin. Since $E(k)$ grows with $|k|$, the ground state fills $|k|<k_F$. With two spins, the number of electrons per length is

$$n=2\int_{-k_F}^{k_F}\frac{dk}{2\pi}=\frac{2k_F}{\pi}.$$

The number per site is $\nu=na$, hence

$$k_Fa=\frac{\pi\nu}{2},\qquad 0\le\nu\le2.$$

The empty band has $k_Fa=0$, the half-filled band $\pi/2$ and the full band $\pi$.

### (b) Motion in a uniform field

**Show that the field shifts every wavevector by the same amount and leaves the occupations unchanged.**

**Solution.** The force on an electron is $-eF$, so its potential energy at site $j$ is $+eFja$. The amplitude $\psi_j$ obeys

$$i\hbar\dot\psi_j=-t(\psi_{j+1}+\psi_{j-1})+eFja\,\psi_j.$$

The potential breaks translation symmetry, but a change of phase removes it. Put $\psi_j=e^{iqja}\varphi_j$, where $q(t)$ is to be chosen. The left side becomes

$$i\hbar\dot\psi_j=e^{iqja}\left(i\hbar\dot\varphi_j-\hbar\dot q\,ja\,\varphi_j\right).$$

If

$$\hbar\dot q=-eF,$$

the term $-\hbar\dot q\,ja\,\varphi_j=eFja\,\varphi_j$ cancels the potential on the right. What remains is

$$i\hbar\dot\varphi_j=-t\left(e^{iqa}\varphi_{j+1}+e^{-iqa}\varphi_{j-1}\right).$$

In terms of a vector potential $A_v$, with $F=-\dot A_v/c$, this is $q=eA_v/\hbar c$. The last equation has the same form at every site, so it can also be used on a ring, where a linear potential would not fit.

Insert $\varphi_j\propto e^{ikja}$. The right side gives $-t(e^{i(k+q)a}+e^{-i(k+q)a})\varphi_j=E(k+q)\varphi_j$. A plane wave with label $k$ therefore stays a plane wave with label $k$ and gains only a phase. Its occupation is conserved, while its energy and velocity are those of the band at $k+q(t)$.

### (c) The current

**Find the current carried by the shifted Fermi sea, without assuming a weak field.**

**Solution.** The current follows from conservation of probability. Write the equation of motion as $i\hbar\dot\varphi_j=X_j$. Then

$$\frac{d|\varphi_j|^2}{dt}=2\,\mathrm{Re}(\varphi_j^*\dot\varphi_j)=\frac{2}{\hbar}\,\mathrm{Im}(\varphi_j^*X_j).$$

With $X_j$ inserted,

$$\frac{d|\varphi_j|^2}{dt}=-\frac{2t}{\hbar}\mathrm{Im}(e^{iqa}\varphi_j^*\varphi_{j+1})-\frac{2t}{\hbar}\mathrm{Im}(e^{-iqa}\varphi_j^*\varphi_{j-1}).$$

The second product is the complex conjugate of $e^{iqa}\varphi_{j-1}^*\varphi_j$, so its imaginary part changes sign. The right side is thus $J_{j-1\to j}-J_{j\to j+1}$ with the particle current

$$J_{j\to j+1}=\frac{2t}{\hbar}\,\mathrm{Im}(e^{iqa}\varphi_j^*\varphi_{j+1}).$$

For the normalized wave $\varphi_j=e^{ikja}/\sqrt N$ this gives

$$J=\frac{2t}{\hbar N}\sin[(k+q)a]=\frac{v(k+q)}{L},\qquad v(k)=\frac{1}{\hbar}\frac{dE}{dk}=\frac{2ta}{\hbar}\sin(ka).$$

Multiply by the charge $-e$, sum over the filled labels and include both spins:

$$I=-\frac{e}{\pi}\int_{-k_F}^{k_F}v(k+q)\,dk=-\frac{e}{\pi\hbar}\left[E(k_F+q)-E(-k_F+q)\right].$$

For the cosine band the bracket is

$$-2t\left[\cos(qa+k_Fa)-\cos(qa-k_Fa)\right]=4t\sin(k_Fa)\sin(qa),$$

so that

$$I=-\frac{4et}{\pi\hbar}\sin(k_Fa)\sin(qa).$$

Within this single-band model no expansion in the field has been made. In a constant field $q$ grows steadily and the current oscillates, which is the Bloch oscillation.

This law was tested on an open chain of 200 sites with 60 filled orbitals per spin, driven by the scalar potential of part (b). The force amplitude was $3t/a$ at $\hbar\omega=2t$, so $qa$ swung up to 1.5 rad, far outside the linear range. The current averaged over 80 central bonds followed the law, with $k_Fa=\pi(60+\tfrac12)/201$, to within $3.9\times10^{-5}$ of the peak current.

### (d) Linear conductivity

**For weak fields, express $D$ through the band curvature.**

**Solution.** For $|qa|\ll1$ expand the bracket in part (c) to first order:

$$E(k_F+q)-E(-k_F+q)\simeq q\left[E'(k_F)-E'(-k_F)\right]=q\int_{-k_F}^{k_F}E''(k)\,dk.$$

The zeroth-order term vanishes because $E(k_F)=E(-k_F)$. Differentiate the current in time and use $\dot q=-eF/\hbar$. The two minus signs cancel:

$$\frac{dI}{dt}=\frac{e^2}{\pi\hbar^2}\left[\int_{-k_F}^{k_F}E''(k)\,dk\right]F.$$

Call the coefficient of $F$ for the moment $K$. Let the field be switched on slowly from the distant past, $F=F_\omega e^{-i\omega t+\eta t}$ with $\eta\to0^+$. The current has the same time dependence, so $(\eta-i\omega)I_\omega=KF_\omega$ and

$$\sigma(\omega)=\frac{K}{\eta-i\omega}=\frac{iK}{\omega+i\eta},\qquad \mathrm{Re}\,\sigma=K\frac{\eta}{\omega^2+\eta^2}\to\pi K\,\delta(\omega).$$

The last step uses $\int\eta\,d\omega/(\omega^2+\eta^2)=\pi$. Comparison with the definition gives $D=\pi K$:

$$D=\frac{e^2}{\hbar^2}\int_{-k_F}^{k_F}E''(k)\,dk,\qquad \sigma(\omega)=\frac{i}{\pi}\frac{D}{\omega+i0^+}.$$

The delta function expresses free acceleration: nothing in the model removes the momentum that the field supplies.

### (e) The cosine band

**Evaluate $D$ and discuss the empty, half-filled and full band.**

**Solution.** The curvature is $E''=2ta^2\cos(ka)$, and its integral is

$$2ta^2\int_{-k_F}^{k_F}\cos(ka)\,dk=2ta^2\,\frac{2\sin(k_Fa)}{a}=4ta\sin(k_Fa).$$

Therefore

$$\boxed{D=\frac{4e^2ta}{\hbar^2}\sin(k_Fa)}$$

Since $e^2$ has the unit erg cm, $D$ has the unit cm²/s². With the Fermi velocity $v_F=(2ta/\hbar)\sin(k_Fa)$ the result also reads $D=2e^2v_F/\hbar$.

At low filling $\sin(k_Fa)\simeq k_Fa$. Define the mass at the band bottom by $1/m^*=E''(0)/\hbar^2=2ta^2/\hbar^2$. Then

$$D\simeq\frac{4e^2ta^2k_F}{\hbar^2}=\frac{2e^2k_F}{m^*}=\frac{\pi ne^2}{m^*},$$

which is the Drude weight of $n$ free carriers of mass $m^*$.

States with $|k|a>\pi/2$ have negative curvature and reduce the sum. The change of weight per added electron shows this directly. Since $dk_F/dn=\pi/2$,

$$\frac{dD}{dn}=\frac{\pi e^2}{m^*}\cos(k_Fa).$$

Added electrons increase $D$ below half filling and lower it above. The maximum, $4e^2ta/\hbar^2$, is at $k_Fa=\pi/2$.

Near the full band write $k_F=\pi/a-\kappa$. Then $\sin(k_Fa)=\sin(\kappa a)\simeq\kappa a$, and $D\simeq\pi n_he^2/m^*$ with the density of empty states $n_h=2\kappa/\pi$. The carriers are now holes. For the full band $D=0$, because a shift by $q$ maps the filled zone onto itself. For the empty band $D=0$ because there is nothing to shift.

If $t$ is negative, the band minimum lies at $k=\pi/a$. Measuring $k$ from there restores the same band with $|t|$, so the result holds with $|t|$ and with $k_F$ counted from the minimum.

### (f) Energy of a ring threaded by flux

**Relate $D$ to the ground-state energy of a ring, and find the finite-size error.**

**Solution.** Let each bond carry the phase $qa=\phi/N$, so that an electron gains $\phi$ in one turn. The derivative of the Hamiltonian with respect to $q$ is $\hbar L$ times the particle current, as the single-electron case shows: $dE(k+q)/dq=\hbar v(k+q)$. If the ring follows its ground state of energy $\mathcal E$ adiabatically, then

$$I=-\frac{e}{\hbar L}\frac{d\mathcal E}{dq},\qquad \frac{dI}{dt}=\frac{e^2}{\hbar^2L}\frac{d^2\mathcal E}{dq^2}F.$$

From $dI/dt=(D/\pi)F$ and $q=\phi/Na$,

$$D=\frac{\pi e^2}{\hbar^2L}\frac{d^2\mathcal E}{dq^2}=\frac{\pi e^2Na}{\hbar^2}\left.\frac{d^2\mathcal E}{d\phi^2}\right|_{\phi=0}.$$

Interactions that depend on site occupations alone do not contain $q$, so this form survives when they are added.

For independent electrons with an odd number $M$ of filled orbitals per spin, the labels are $ka=2\pi j/N$ with $|j|\le(M-1)/2$. The geometric series gives $\sum\cos(ka)=\sin(\pi M/N)/\sin(\pi/N)$. With two spins $d^2\mathcal E/dq^2=4ta^2\sum\cos(ka)$, and

$$D_N=\frac{4e^2ta}{\hbar^2}\,\frac{\pi/N}{\sin(\pi/N)}\,\sin\frac{\pi M}{N}.$$

The extra factor is $1+\pi^2/6N^2$ to leading order, or $1+1.0\times10^{-5}$ for $N=400$. Diagonalizing such a ring in the site basis tests the result at seven fillings. In the dimensionless form $d=D\hbar^2/(e^2ta)$, the ring gives 3.25447 at $\nu=0.605$, where $4\sin(k_Fa)$ is 3.25443. At $\nu=1.005$ the values are 3.99992 and 3.99988. For the full band both vanish.

### (g) Light absorption by an open chain

**An open chain cannot carry a steady current. Where does its Drude weight go?**

**Solution.** Let $F=F_0\cos\omega t$ act on a chain with orbital energies $E_m$ and position matrix elements $x_{nm}$. The perturbation is $eF_0x\cos\omega t$. The golden rule gives the upward rate $(2\pi/\hbar)(eF_0/2)^2|x_{nm}|^2\delta(E_n-E_m-\hbar\omega)$. Each event absorbs $\hbar\omega$, and the absorbed power is $\tfrac12L\,\mathrm{Re}\,\sigma\,F_0^2$. With two spins,

$$\mathrm{Re}\,\sigma=\frac{2\pi e^2\omega}{L}\sum_{m\,\mathrm{occ},\,n\,\mathrm{emp}}|x_{nm}|^2\delta(E_n-E_m-\hbar\omega).$$

Integrate over $\omega>0$, where the delta function supplies $1/\hbar$, and double the result for the negative axis:

$$W=\frac{4\pi e^2}{L\hbar^2}\sum_{m\,\mathrm{occ},\,n\,\mathrm{emp}}(E_n-E_m)|x_{nm}|^2.$$

The sum over $n$ may be extended to all orbitals, because pairs of occupied orbitals cancel. Expanding the double commutator then gives

$$\sum_n(E_n-E_m)|x_{nm}|^2=\tfrac12\langle m|[x,[H,x]]|m\rangle.$$

On the chain $[x,[H,x]]_{ij}=-(x_i-x_j)^2H_{ij}$, which is $-a^2H_{ij}$ for neighbours. The right side is therefore $-a^2E_m/2$. For a long chain $-\sum_mE_m\to(2tN/\pi)\sin(k_Fa)$ per spin, and

$$W\to\frac{4\pi e^2}{Na\hbar^2}\,\frac{a^2}{2}\,\frac{2tN}{\pi}\sin(k_Fa)=\frac{4e^2ta}{\hbar^2}\sin(k_Fa)=D.$$

The weight is the same, but it sits at small nonzero energies. The lowest transition costs about $\pi\hbar v_F/L$, the level spacing at the Fermi energy. At $\nu=0.6$, a chain of 800 sites has $d=3.2341$, against 3.2361 from the formula. The share of weight above $0.1t$ is 4.59 % for 400 sites and 2.30 % for 800. The delta function at $\omega=0$ thus appears when the length goes to infinity before the frequency goes to zero.

## Second half: total weight, optics and limits of the model

The first half treated a band $E(k)=-2t\cos(ka)$ with hopping $t$, lattice constant $a$ and $\nu$ electrons of charge $-e$ per site. The density per length is $n=2k_F/\pi$, and $k_Fa=\pi\nu/2$. A field $F$ shifts all wavevectors by $q$, where $\hbar\dot q=-eF$, and the current is proportional to $\sin(k_Fa)\sin(qa)$. The results needed below are

$$D=\frac{e^2}{\hbar^2}\int_{-k_F}^{k_F}E''\,dk=\frac{4e^2ta}{\hbar^2}\sin(k_Fa)=\frac{2e^2v_F}{\hbar},\qquad \sigma=\frac{i}{\pi}\frac{D}{\omega+i0^+},$$

with $v_F$ the Fermi velocity, $m^*=\hbar^2/(2ta^2)$ the mass at the band bottom, and the absorption sum $W$ of part (g).

### (h) The role of the free electron mass

**The free mass $m$ does not appear in $D$. Where does it enter, and what happens to the weight of a full band?**

**Solution.** The cosine band approximates the lowest band of electrons with a Hamiltonian $H=p^2/2m+V(x)$, which has higher bands too. For this $H$, $[H,x]=-i\hbar p/m$ and therefore $[x,[H,x]]=\hbar^2/m$, whatever the potential. The formula for $W$ in part (g), applied to $nL/2$ electrons per spin, gives the total weight

$$W_{\rm tot}=\frac{4\pi e^2}{L\hbar^2}\,\frac{\hbar^2}{2m}\,\frac{nL}{2}=\frac{\pi ne^2}{m}.$$

The Drude share follows with $n=2k_F/\pi$:

$$\frac{D}{W_{\rm tot}}=\frac{4e^2ta\sin(k_Fa)}{\hbar^2}\,\frac{m}{2e^2k_F}=\frac{m}{m^*}\,\frac{\sin(k_Fa)}{k_Fa}.$$

To locate the remainder, compute the curvature by perturbation theory. The periodic part of a Bloch state obeys a Hamiltonian with kinetic energy $(p+\hbar k)^2/2m$. A change $k\to k+\delta$ adds $(\hbar\delta/m)(p+\hbar k)+\hbar^2\delta^2/2m$. To second order in $\delta$ the energy of the lowest band, labelled 0, changes by

$$\frac{\hbar\delta}{m}p_{00}+\frac{\hbar^2\delta^2}{2m}-\frac{\hbar^2\delta^2}{m^2}\sum_{n'\neq0}\frac{|p_{n'0}|^2}{E_{n'}-E_0},$$

where $p_{n'0}$ are momentum matrix elements between Bloch states of the same $k$. The coefficient of $\delta^2/2$ is $E''$. Inserted in $D$, it gives

$$D=\frac{2e^2k_F}{m}-\frac{2e^2}{m^2}\int_{-k_F}^{k_F}dk\sum_{n'\neq0}\frac{|p_{n'0}|^2}{E_{n'}-E_0}.$$

The first term is $W_{\rm tot}$. The second is the absorption weight of transitions into the higher bands. To see this, replace $|x_{n'0}|$ in $W$ by $\hbar|p_{n'0}|/[m(E_{n'}-E_0)]$, which follows from $[H,x]=-i\hbar p/m$, and the sum over $k$ by $(L/2\pi)\int dk$. The same integral results.

A full band therefore keeps its total weight $\pi ne^2/m$, all of it in interband absorption. This was tested with $V=V_0\cos^2(\pi x/a)$, taking $a=0.38$ nm and $V_0=14.38$ eV, which makes the lowest band 0.60 eV wide. The Drude share was computed from the Fermi velocity and the interband share from the matrix elements. At $\nu=0.6$ they are 0.439 and 0.561, and for the full band 0.000 and 1.000.

The Drude weight of the single band has been found for independent electrons at zero temperature, and its share of the total optical weight has been identified, with the remainder in interband absorption. What remains is the optics of a crystal of parallel chains, a worked example, and the effects of temperature, interchain hopping, damping, strong fields and electron repulsion.
